# Elastica Profiles of In-Phase Step Meanders without Desorption

## 1. Definitions and conventions

A vicinal surface descends towards \(+y\). Its steps lie at \(y=\zeta(x,t)+nl\), with integer \(n\), in a frame moving at the mean growth velocity. All steps therefore have the same shape: they meander in phase. The upper terrace of a step lies at smaller \(y\), and growth moves the step towards \(+y\). Define

\[
m=\zeta_x=\tan\theta,\qquad W=\sqrt{1+m^2}=\frac1{\cos\theta},\qquad
\kappa=\partial_x\frac mW .
\]

A crest has \(\kappa<0\). Arc length along the step is \(s\), with \(ds=W\,dx\). The perpendicular terrace width is \(w=l/W\).

Atoms arrive at rate \(F\) per area and diffuse with diffusivity \(D\). The area per atom is \(\Omega\), the equilibrium adatom density at a straight step is \(c_0\), and \(\gamma\) is the isotropic line tension. The model assumes that

- no atoms desorb;
- each step takes atoms from its lower terrace alone, with fast attachment;
- atoms move by terrace diffusion, not along step edges;
- the adatom coverage is small and adjusts quickly to the step positions;
- the meander wavelength \(\lambda\) is much larger than \(l\).

## 2. The meander equation

Consider a column of unit width in \(x\) containing one step and one terrace. It receives \(Fl\) atoms per unit time and loses \(\partial_xJ\), where \(J\) is the adatom current in the \(x\) direction integrated over the terrace. The step advances by \(\Omega\) times the difference. The part \(\Omega Fl\) is the mean velocity, so in the moving frame

\[
\zeta_t=-\Omega\,\partial_xJ. \tag{1}
\]

**Deposition current.** At leading order for a long wave, the terrace is locally a straight strip. Let \(z\) run across it from the step at \(z=0\) to the next step at \(z=w\). The density obeys \(Dc''=-F\), with \(c(0)=c_{\rm eq}\) and \(c'(w)=0\), because no atom crosses the descending edge. Hence

\[
c=c_{\rm eq}+\frac FD\left(wz-\frac{z^2}{2}\right),\qquad
-Dc'=-F(w-z).
\]

The unit normal is \((-m,1)/W\), so the \(x\) component of the flux is \(F(w-z)m/W\). At fixed \(x\), \(dy=W\,dz\), and integration gives

\[
J_F=Fm\int_0^w(w-z)\,dz=\frac{Fmw^2}{2}=\frac{Fl^2m}{2W^2}.
\]

**Capillary current.** Varying the line energy \(\gamma\int W\,dx\) gives \(-\gamma\kappa\) per added area, hence a chemical potential \(-\Omega\gamma\kappa\) per atom. For small \(\Gamma|\kappa|\),

\[
c_{\rm eq}=c_0(1-\Gamma\kappa),\qquad \Gamma=\frac{\Omega\gamma}{k_BT}.
\]

The flux along the step is \(-D\partial_sc_{\rm eq}=Dc_0\Gamma\kappa_x/W\). Its \(x\) component carries another factor \(1/W\), and the column has height \(l\), so \(J_\gamma=Dc_0\Gamma l\,\kappa_x/W^2\). Inserting both currents in (1) gives

\[
\boxed{\;\zeta_t=-\partial_x\left[\frac{\alpha m+\beta\kappa_x}{W^2}\right],\quad
\alpha=\frac{\Omega Fl^2}{2},\quad \beta=\Omega c_0D\Gamma l\;} \tag{2}
\]

The two terms are comparable when \(\lambda\) is of order \(2\pi\sqrt{\beta/\alpha}\); the slope need not be small. A two-dimensional solution of the terrace diffusion problem tests the current law. For \(m=\cos(2\pi x/\lambda)\) and \(\lambda=200l\), the largest error, relative to the largest current, is 1.6% for deposition and 1.7% for capillarity. The error grows as \(\lambda/l\) falls: at \(\lambda=70l\), the scale of the example in Section 8, it is 4.7% and 6.8%.

For small slopes, (2) becomes \(\zeta_t=-\alpha\zeta_{xx}-\beta\zeta_{xxxx}\). A mode \(e^{iqx+\omega t}\) has

\[
\omega=\alpha q^2-\beta q^4. \tag{3}
\]

With \(\ell=\sqrt{\beta/\alpha}\), the neutral wavelength is \(\lambda_c=2\pi\ell\). Longer waves grow and shorter ones decay. Setting \(d\omega/dq=0\) gives \(q^2=1/(2\ell^2)\), so the fastest mode has wavelength \(\sqrt2\,\lambda_c\) and rate \(\alpha^2/(4\beta)\).

## 3. Why a stationary profile is an elastica

If \(\zeta_t=0\), the bracket in (2) is a constant \(j_0\):

\[
\alpha m+\beta\kappa_x=j_0W^2. \tag{4}
\]

Let \(\zeta\) be smooth and periodic, hence without mean tilt. Over one period \(\int m\,dx\) and \(\int\kappa_x\,dx\) vanish, whereas \(\int W^2dx>0\). Therefore \(j_0=0\). The common factor \(1/W^2\) now drops out, and integration of \(\alpha\zeta_x+\beta\kappa_x=0\) gives

\[
\kappa=-\frac{\zeta}{\ell^2}. \tag{5}
\]

The integration constant has been absorbed by measuring \(\zeta\) from its mean, which is consistent because \(\kappa\) is an \(x\) derivative and averages to zero. Curvature proportional to distance from a straight line is the equation of Euler's elastica, the shape of a thin bent rod under end forces.

The absence of tilt matters. If the slope is periodic but \(j_0\ne0\), averaging (4) gives \(\alpha\langle m\rangle=j_0\langle W^2\rangle\), which is nonzero. In units \(\alpha=\beta=1\), the solution with \(j_0=0.05\) and an extreme slope of 0.5 has mean slope 0.055.

## 4. Shape and wavelength

Since \(m/W=\sin\theta\), the curvature is \(\kappa=\cos\theta\,\theta_x=\theta_s\). Also \(\zeta_s=\sin\theta\). Equation (5) then gives

\[
\frac{d\cos\theta}{ds}=-\sin\theta\,\theta_s
=\frac{\zeta\zeta_s}{\ell^2}.
\]

At a crest \(\theta=0\) and \(\zeta=A\), so

\[
\cos\theta=1-\frac{A^2-\zeta^2}{2\ell^2}. \tag{6}
\]

The steepest point is at \(\zeta=0\). Calling its angle \(\theta_0>0\) and setting \(k=\sin(\theta_0/2)\), we find

\[
A^2=2\ell^2(1-\cos\theta_0)=4k^2\ell^2,\qquad A=2k\ell.
\]

Write \(\zeta=A\cos\varphi\), with \(\varphi=0\) at the crest, and \(\Delta=\sqrt{1-k^2\sin^2\varphi}\). From (6),

\[
\cos\theta=1-2k^2\sin^2\varphi=2\Delta^2-1,
\]
\[
\sin^2\theta=(1-\cos\theta)(1+\cos\theta)=4k^2\sin^2\varphi\,\Delta^2.
\]

To the right of the crest the profile descends, so \(\sin\theta=-2k\sin\varphi\,\Delta\). But \(\zeta_s=-2k\ell\sin\varphi\,\varphi_s\), hence \(\varphi_s=\Delta/\ell\). It follows that

\[
\frac{ds}{d\varphi}=\frac{\ell}{\Delta},\qquad
\frac{dx}{d\varphi}=\cos\theta\,\frac{ds}{d\varphi}
=\ell\left(2\Delta-\frac1\Delta\right).
\]

A quarter period ends at \(\varphi=\pi/2\). With the complete elliptic integrals \(K=\int_0^{\pi/2}d\varphi/\Delta\) and \(E=\int_0^{\pi/2}\Delta\,d\varphi\), the arc length of one period is \(4K\ell\), and

\[
\boxed{\;\frac{\lambda}{\lambda_c}=\frac{4\ell(2E-K)}{2\pi\ell}
=\frac2\pi\,[2E(k)-K(k)]\;} \tag{7}
\]

As a test of the solution inserted in (2), the profile with \(k^2=0.15\) leaves a net current of \(3\times10^{-11}\) relative to the largest deposition current.

## 5. The window of wavelengths

A smooth single-valued profile needs \(\cos\theta>0\) everywhere. The smallest value is \(\cos\theta_0=1-2k^2\), so the condition is \(0<k^2<1/2\), or \(0<A<\sqrt2\,\ell\). Larger amplitudes give overhanging curves.

To see how \(\lambda\) varies, put \(M=k^2\) and \(u=\sin^2\varphi\). The integrand of \(2E-K\) is \((1-2Mu)/\sqrt{1-Mu}\), and

\[
\frac{\partial}{\partial M}\frac{1-2Mu}{\sqrt{1-Mu}}
=\frac{-2u(1-Mu)+\frac u2(1-2Mu)}{(1-Mu)^{3/2}}
=-\frac{u\left(\frac32-Mu\right)}{(1-Mu)^{3/2}}.
\]

This is negative for \(0<u\le1\) and \(0\le M\le1/2\). The wavelength thus falls steadily as the amplitude rises, and each allowed wavelength belongs to one amplitude.

**Small amplitude.** To first order in \(M\) the integrand is \(1-\frac32Mu\), and the average of \(u\) is \(1/2\). Therefore

\[
\frac{\lambda}{\lambda_c}\simeq1-\frac{3M}{4}=1-\frac{3A^2}{16\ell^2}. \tag{8}
\]

The upper end, \(\lambda_c\), is approached as the profile becomes flat.

**Vertical tangent.** At \(M=1/2\), \(A=\sqrt2\,\ell\), and (6) reduces to \(\cos\theta=\zeta^2/(2\ell^2)\). With \(v=\zeta/(\sqrt2\,\ell)\), so that \(\cos\theta=v^2\), and \(dx=d\zeta\,|\cot\theta|\),

\[
\lambda_{\min}=4\sqrt2\,\ell\int_0^1\frac{v^2\,dv}{\sqrt{1-v^4}}.
\]

The substitution \(t=v^4\) turns the integral into

\[
\frac14\int_0^1t^{-1/4}(1-t)^{-1/2}dt
=\frac{\sqrt\pi\,\Gamma_{3/4}}{4\Gamma_{5/4}}
=\frac{\sqrt\pi\,\Gamma_{3/4}}{\Gamma_{1/4}},
\]

where \(\Gamma_a\) is the gamma function at \(a\). Since \(\Gamma_{1/4}\Gamma_{3/4}=\sqrt2\,\pi\),

\[
\frac{\lambda_{\min}}{\lambda_c}=\frac{4\sqrt\pi}{\Gamma_{1/4}^2}=0.5394.
\]

Smooth single-valued profiles therefore fill the open interval

\[
\boxed{\;0.5394\ldots<\lambda/\lambda_c<1\;}
\]

At \(\theta_0=60^\circ\) the ratio is 0.795 and \(A=\ell\). Direct integration along the arc at six steepest angles from \(5^\circ\) to \(90^\circ\) agrees with (7) within \(10^{-7}\) in the ratio.

Here \(\lambda\) is the fundamental wavelength. A box of length \(L\) can hold \(n\) periods if \(L/n\) lies in the window. Thus a box of length \(\sqrt2\,\lambda_c\) has no non-flat stationary profile with one period, but has one with two periods of \(0.707\lambda_c\). Flat steps are stationary at any box length.

## 6. The profiles are unstable

Define, over one period,

\[
\Phi=\int\left(\beta W-\frac{\alpha\zeta^2}{2}\right)dx,\qquad
\mu=\frac{\delta\Phi}{\delta\zeta}=-\beta\kappa-\alpha\zeta .
\]

Equation (2) is \(\zeta_t=\partial_x(\mu_x/W^2)\). Integration by parts gives

\[
\frac{d\Phi}{dt}=\int\mu\zeta_t\,dx=-\int\frac{\mu_x^2}{W^2}\,dx\le0.
\]

Now scale an elastica to \((1+\epsilon)\zeta\). The first derivative of \(\Phi\) vanishes at \(\epsilon=0\), so \(\int\beta m^2/W\,dx=\int\alpha\zeta^2dx\). The second derivative is

\[
\int\left(\frac{\beta m^2}{W^3}-\alpha\zeta^2\right)dx
=-\beta\int m^2\left(\frac1W-\frac1{W^3}\right)dx<0.
\]

A slight increase or decrease of amplitude therefore lowers \(\Phi\). As \(\Phi\) cannot rise again, the profile cannot return to the elastica or to a shifted copy, which has the same \(\Phi\). The elastica is a saddle, not a saturated meander.

For \(k^2=0.15\), linearization gives a growth rate of \(0.319\,\alpha^2/\beta\). As a test, two nonlinear runs started with amplitudes changed by \(\pm10^{-4}\) in relative terms separate at the same rate, to three digits.

Near \(\lambda_c\) the meaning is simple. The symmetry \(\zeta\to-\zeta\) allows a leading amplitude equation with a linear and a cubic term. Its linear rate is (3), and its nonzero stationary amplitude \(A_0\) is fixed by (8), so

\[
\dot A=\omega A\left(1-\frac{A^2}{A_0^2}\right),\qquad \omega<0.
\]

In a box of one period, amplitudes slightly below \(A_0\) decay and those slightly above it grow, so the elastica is the threshold between them. The equation gives a growth rate \(-2\omega\) at the elastica, which holds only for small \(k^2\): in units of \(\alpha^2/\beta\) it is 0.0152 against the exact 0.0149 at \(k^2=0.005\), but 0.74 against 0.319 at \(k^2=0.15\). A box of two or more periods also admits waves longer than \(\lambda_c\), which grow even on a flat step.

## 7. A second case: diffusion along the edge

The cancellation of \(1/W^2\) in Section 3 depends on terrace diffusion. Motion along the edge adds a current proportional to \(\kappa_s\), that is \(\beta_e\kappa_x/W\), inside the bracket of (2). Here and in Section 9 we consider only profiles with zero current, since the averaging argument of Section 3 does not carry over directly. If edge diffusion is the sole relaxation, zero current requires

\[
\frac{\alpha m}{W^2}+\frac{\beta_e\kappa_x}{W}=0
\quad\Longrightarrow\quad
\partial_x^2\sin\theta=-\frac{\alpha}{\beta_e}\sin\theta .
\]

This is a harmonic oscillator in \(x\). Its wavelength is \(2\pi\sqrt{\beta_e/\alpha}\) at every amplitude, so the window shrinks to a point. With both processes, the neutral wavelength contains \(\beta+\beta_e\). Relative to it, the computed lower limit is 0.63 for \(\beta_e/\beta=0.1\) and 0.84 for \(\beta_e/\beta=1\).

## 8. Worked example

Take \(T=700\) K, \(l=3\) nm and \(\Omega F=0.1\) bilayer/s, in the rough regime of Si(111) homoepitaxy. We set the hop distance to \(a=0.384\) nm. A bilayer has two atoms per surface cell of area \(\sqrt3a^2/2\), so \(\Omega=\sqrt3a^2/4=0.0639\) nm². Rough inputs are \(\gamma=0.3\) eV/nm, an attempt rate \(\nu=10^{13}\) s\(^{-1}\), a hop energy of 0.8 eV and an adatom formation energy of 0.4 eV. With \(k_BT=0.0603\) eV,

\[
D=\frac{a^2\nu}{4}e^{-0.8/0.0603}=6.4\times10^5\ {\rm nm^2/s},\qquad
\Omega c_0=e^{-0.4/0.0603}=1.32\times10^{-3},
\]
\[
\Gamma=\frac{0.0639\times0.3}{0.0603}=0.318\ {\rm nm},\qquad
\alpha=\frac{0.1\times3^2}{2}=0.45\ {\rm nm^2/s},
\]
\[
\beta=(1.32\times10^{-3})(6.4\times10^5)(0.318)(3)\simeq805\ {\rm nm^4/s}.
\]

Thus \(\ell=\sqrt{805/0.45}=42.3\) nm and \(\lambda_c=266\) nm. Equation (7) gives a window of 143 to 266 nm, with a limiting amplitude of \(\sqrt2\,\ell=60\) nm. The steepest profiles, near the lower end, lie outside the continuum description; Section 9 gives the usable limit and shows that a finite step-edge barrier narrows the window strongly. At \(0.8\lambda_c=213\) nm, equation (7) gives \(k^2=0.245\), a steepest angle of \(59^\circ\), an amplitude of 42 nm and an arc length of 285 nm, about a third longer than the wavelength.

The fastest linear mode has wavelength 376 nm, outside the window. Its e-folding time, \(4\beta/\alpha^2=1.6\times10^4\) s, corresponds to about 1600 deposited bilayers. Both values belong to the one-sided model. For small slopes, the finite barrier of Section 9 multiplies \(\alpha\) by \(d/(d+l)\) and leaves \(\beta\) unchanged. The fastest wavelength then rises to 483 nm, and the time grows by \((1+l/d)^2\simeq2.7\) to \(4.3\times10^4\) s, or about 4300 bilayers. These values keep attachment from the lower terrace instantaneous. An attachment length of one hop \(a\) there changes the factor on \(\alpha\) to \((d-a)/(d+a+l)\) and gives 517 nm and \(5.7\times10^4\) s. The numerical output lists the values in full. Its lower ratios with a finite barrier omit the change in capillary current derived in Section 9, so the ratios given there should be used instead.

## 9. How far the model applies

**Finite step-edge barrier.** Let atoms also leave the strip at its descending edge, with \(-Dc'(w)=(D/d)[c(w)-c_{\rm eq}]\). Writing \(c-c_{\rm eq}=gz-Fz^2/(2D)\), this condition gives

\[
g=\frac{Fw}{D}\,\frac{d+w/2}{d+w},\qquad
D[c(w)-c_{\rm eq}]=\frac{Fw^2}{2}\,\frac{d}{d+w}.
\]

The deposition current is therefore multiplied by \(d/(d+w)\).

The capillary current changes too. A normal drawn from one step meets the next at a point shifted by \(-wm/W\) in \(x\), where the equilibrium density differs by \(-wm\,\partial_sc_{\rm eq}\). Without deposition, the same edge condition then gives a density slope \(-wm\,\partial_sc_{\rm eq}/(d+w)\) across the terrace. The resulting flux multiplies \(J_\gamma\) by \(1+m^2w/(d+w)\). Setting the total current to zero, with \(w=l/W\), gives

\[
\alpha m+\beta\kappa_x\left(1+\frac{lW}{d}\right)=0 .
\]

This is the zero-current condition of Section 7 with \(\beta_e/\beta\) replaced by \(l/d\). A rough extra barrier of 0.15 eV gives \(d=a\,e^{0.15/0.0603}=4.6\) nm, which is not much larger than \(l\). The neutral wavelength rises by \(\sqrt{1+l/d}\) to 341 nm. All values in this section keep attachment from the lower terrace instantaneous; an attachment length of one hop there would raise this wavelength to 365 nm. The lower ratio rises as well, because the added relaxation is strongest where the step is steep. In the formal limit of a vertical tangent it is 0.79, or 271 nm.

**Step repulsion.** Steps that cannot cross behave statistically as free fermions with wave numbers filled up to \(\pi/w\). Each step gains a free energy per length of \((k_BT)^2\langle q^2\rangle/(2\gamma)\), with \(\langle q^2\rangle=\pi^2/(3w^2)\). The line energy per \(x\) becomes \(\gamma(W+bW^3)\), where

\[
b=\frac{\pi^2(k_BT)^2}{6\gamma^2l^2}=0.0074.
\]

This is small for flat steps but grows with slope. The continuum description itself fails near \(83^\circ\), where the terrace is one hop wide. Up to that angle, the smallest ratio from (7) is 0.61, so the usable window of the example starts near 163 nm, not 143 nm. Repulsion alone lowers this ratio to 0.55, whereas the finite barrier alone raises it to 0.81. These minima lie at the cut-off angle, so they are not true turning points. With both corrections the ratio has a true minimum of 0.86 near \(75^\circ\), and steeper profiles are longer again. The neutral wavelength is then 345 nm and the shortest profile about 295 nm, so the 213 nm profile of Section 8 exists only in the one-sided model.

**The real surface.** The miscut here is \(6^\circ\). On smaller miscuts the terraces are wider, and with the same barrier the one-sided assumption would be worse. The finite barrier is the largest correction evaluated from the example's inputs: it moves \(\lambda_c\) by 28% and greatly narrows the window. Edge diffusion could matter as much, but its strength is not known here. With a rough desorption energy of 3 eV, evaporation is \(3\times10^{-11}\) of deposition, so its neglect is safe for these inputs. Deposition raises the adatom coverage above its local equilibrium value by at most \(7\times10^{-7}\), or \(5\times10^{-4}\) of the coverage at a straight step. Capillarity adds a larger excess at the crests, \(\Gamma|\kappa|\), which reaches about 1% at the limiting amplitude. For a total excess of 1.1%, the critical radius of an island is about \(\Gamma/0.011\approx29\) nm, roughly ten times the terrace width, so nucleation on the terraces is unlikely. Surface reconstruction, elastic repulsion, anisotropy and step bunching are left out. The first is a serious limit: at 700 K Si(111) has a \(7\times7\) cell of 2.7 nm, about one terrace width. The rough energies are a larger source of uncertainty than the corrections computed here: a change of 0.1 eV in the sum of the hop and formation energies changes \(\ell\) and \(\lambda_c\) by a factor of 2.3. The lengths above are therefore estimates within a model, not predictions for a particular wafer.

## Table of computed values

```
Current-law error, deposition, wavelength 200 terraces: 0.015994
Current-law error, capillarity, same wavelength: 0.017425
Current-law error, finite edge barrier, same wavelength: 0.017693
Lower wavelength / neutral wavelength: 0.5393526
Steepest angle 30 deg: wavelength ratio 0.94866, amplitude/ell 0.51764
Steepest angle 60 deg: wavelength ratio 0.79525, amplitude/ell 1.00000
Steepest angle 90 deg: wavelength ratio 0.53935, amplitude/ell 1.41421
Mean slope for test excess current 0.05: 0.054684
Test elastica M: 0.15
Test elastica relative current residual: 3.2e-11
Test elastica second energy variation: -0.69453
Test elastica instability rate, linear: 0.31877
Test elastica instability rate, nonlinear run: 0.31879
Temperature: 700 K
Terrace width: 3 nm
Miscut: 5.98 deg
Deposition: 0.1 bilayer/s
Hop distance: 0.384 nm
Area per atom: 0.06385 nm^2
Line tension, rough: 0.3 eV/nm
Attempt rate, rough: 1e+13 1/s
Hop, formation energies, rough: 0.8, 0.4 eV
Step-edge, desorption energies, rough: 0.15, 3.0 eV
Thermal energy: 0.060321 eV
Adatom diffusivity: 6.41e+05 nm^2/s
Equilibrium adatom coverage: 0.001319
Capillary length Gamma: 0.3176 nm
alpha: 0.45 nm^2/s
beta: 805.2 nm^4/s
ell: 42.3 nm
Neutral wavelength: 265.8 nm
Lower wavelength limit: 143.4 nm
Limiting amplitude: 59.82 nm
Fastest-growing wavelength: 375.9 nm
Fastest-mode e-folding time: 1.591e+04 s
Profile at 0.8 neutral: wavelength: 212.6 nm
Profile at 0.8 neutral: M: 0.24471
Profile at 0.8 neutral: steepest angle: 59.3 deg
Profile at 0.8 neutral: amplitude: 41.85 nm
Profile at 0.8 neutral: arc length: 284.8 nm
Step-edge barrier length: 4.616 nm
Neutral wavelength with finite barrier: 341.4 nm
Lower ratio with finite barrier: 0.4636
Entropic repulsion / line tension: 0.00739
Angle where local terrace is one hop wide: 82.65 deg
With repulsion: minimum ratio 0.5518 at 82.6 deg; at one-hop angle 0.5518
With repulsion and finite barrier: minimum ratio 0.4515 at 82.6 deg
Neutral wavelength with both: 345.2 nm
Lower ratio for edge/terrace relaxation 0.1 and 1: 0.6339, 0.8360
Evaporation / deposition: 3.3e-11
Maximum excess adatom coverage: 7e-07
Excess / equilibrium adatom coverage: 0.00053
Terrace width / ell: 0.0709
```
